Two-band linearisation of quantum wells with energy-dependent mass

**1. The failure of the one-component treatment**

Take two coupled wells, solve for the levels with an energy-dependent effective mass, normalise each conduction envelope to one, and compute the dipole between the lowest two levels. For the structure of section 7 the answer is 1.66 nm if z is measured from the centre and 1.91 nm if it is measured from the left wall. A transition strength cannot depend on where the ruler begins. The energies are correct; the inner product is not. Each envelope is an eigenfunction of a different operator, because the mass contains its own energy, and nothing makes such functions orthogonal.

The remedy is to restore the valence component that was eliminated to produce the energy-dependent mass. The problem then becomes linear, and the normalisation, the dipole and the sum rule follow from one Hermitian operator.

**2. From the nonlinear equation to a linear one**

Consider a layered structure at zero in-plane momentum, with conduction edge Ec(z), valence edge Ev(z) and local gap Eg(z) = Ec − Ev. The Kane energy Ep is the same in all layers. Remote bands, spin-orbit splitting and the bare free-electron kinetic term are omitted. The conduction envelope φ obeys, for E above Ev,

−(ħ²/2) d/dz[(1/m(E,z)) dφ/dz] + Ec φ = Eφ,  (1)

m(E,z) = m0(E − Ev)/Ep = m_edge[1 + (E − Ec)/Eg],  m_edge = m0Eg/Ep.

The two forms of the mass agree because E − Ev = Eg + E − Ec. Define a constant γ and a second function u by

γ² = Ep ħ²/(2m0),  u = γφ'/(E − Ev).  (2)

Since γ²/(E − Ev) = ħ²/[2m(E,z)], equation (1) reads −γu' + Ecφ = Eφ. Multiplying the definition of u by E − Ev gives the second member of the pair:

Eφ = Ecφ − γu',
Eu = γφ' + Ev u.  (3)

The energy now appears linearly. Conversely, solving the second line for u and inserting it in the first returns (1). Continuity of φ and u is continuity of φ and φ'/m. Physically, −iu is the valence envelope and γ/ħ the interband velocity. The outer walls impose φ = 0 and leave u free.

To see that the operator H in (3) is Hermitian, take two real states and subtract:

⟨1|H|2⟩ − ⟨2|H|1⟩ = γ∫(−φ₁u₂' + u₁φ₂' + φ₂u₁' − u₂φ₁')dz = γ[φ₂u₁ − φ₁u₂] at the walls = 0.

The left side is also (E₂ − E₁)⟨1|2⟩, so states of different energy are orthogonal in the two-component product.

**3. Normalisation and non-orthogonality**

The orthonormality condition is

∫(φ_mφ_n + u_m u_n)dz = δ_mn.  (4)

For m = n, substitution of (2) gives the normalisation in terms of φ alone:

∫[φ² + γ²φ'²/(E − Ev)²]dz = 1.  (5)

For m ≠ n it gives

∫φ_mφ_n dz = −∫γ²φ_m'φ_n'/[(E_m − Ev)(E_n − Ev)]dz.  (6)

The right side has no general reason to vanish. Its size is limited by the valence shares w = ∫u²dz, since the Cauchy–Schwarz inequality gives |∫u_mu_n dz| ≤ √(w_m w_n).

In a symmetric well, u has parity opposite to φ because it contains a derivative. Conduction overlaps between states of opposite parity vanish, while those between states of equal parity need not. For an equal-parity pair the true dipole is zero, yet moving the origin by a distance a gives a conduction-only dipole of magnitude a|∫φ_mφ_n dz|. A forbidden transition then seems allowed.

The norm (5) has a measurable consequence within the model. If Ec alone is raised by a small constant, first-order perturbation theory gives

dE/dEc = ∫φ²dz = 1 − w.  (7)

A conduction-only norm would predict one.

**4. Dipoles**

The envelope coordinate acts on both components, so z_mn = ∫z(φ_mφ_n + u_mu_n)dz. Shifting the origin adds a constant times (4), which is zero for m ≠ n. A second form follows from the commutator. Applying H after z, and subtracting z after H, leaves only the derivative of z:

[H,z](φ, u) = (−γu, γφ).  (8)

Taking the matrix element between states m and n,

(E_m − E_n)z_mn = γ∫(u_mφ_n − φ_mu_n)dz.

With γu = ħ²φ'/[2m(E,z)] this becomes

z_mn = [ħ²/(2(E_m − E_n))] ∫[φ_m'φ_n/m(E_m,z) − φ_mφ_n'/m(E_n,z)]dz.  (9)

Only conduction envelopes appear in (9), but they must carry the norm (5), and each derivative carries the mass at its own energy.

**5. The modified oscillator sum rule**

Define strengths relative to the free mass, with upward transitions positive:

f_mn = (2m0/ħ²)(E_n − E_m)|z_mn|².

Sum first over the complete set of states in both bands. Since H|m⟩ = E_m|m⟩, we have (H − E_m)z|m⟩ = [H,z]|m⟩, and (8) gives

Σ_n (E_n − E_m)|z_mn|² = ⟨m|z(H − E_m)z|m⟩ = γ∫z(−φ_mu_m + u_mφ_m)dz = 0.  (10)

The total vanishes because H is of first order in momentum. To extract the conduction part, the bands must be separable. Multiply the first line of (3) by φ, the second by u, and integrate. Integration by parts makes the derivative terms equal, so

∫(E − Ec)φ²dz = ∫(E − Ev)u²dz.

If max Ev < E < min Ec, the left side cannot be positive and the right side cannot be negative. Both must vanish, and so must the state. Provided max Ev < min Ec over the whole structure, no level lies in this common gap, and conduction states are those above it. An applied field adds the same slope to both edges; a long biased structure can then violate the condition, and the energy of a state no longer decides its band, so the argument above does not apply.

Denote the sum of f_mn over conduction states by F_m. By (10) it is minus the valence sum. Let v label the valence states and E_v their energies, to be distinguished from the band edge Ev. Writing C = [H,z] and z_mv = C_mv/(E_m − E_v),

F_m = (2m0/ħ²) Σ_v |C_mv|²/(E_m − E_v).  (11)

This is the modified sum rule. It is positive and depends on the state. A bound follows at once. By (8), the sum of |C_mn|² over all n is γ²∫(u_m² + φ_m²)dz = γ². Every valence energy is at most max Ev, and 2m0γ²/ħ² = Ep, hence

F_m ≤ Ep/(E_m − max Ev).  (12)

If the well has the highest valence edge, the right side is m0/m_well(E_m). It is an upper bound, not an estimate of F_m.

**Wide-gap expansion.** Let kinetic energies and band offsets be small compared with the well gap, now written G, at fixed well edge mass. Introduce

T = −(γ²/G²)d²/dz².

Because γ²/G = ħ²/(2m_edge), T is the kinetic energy divided by G, a first-order quantity on smooth envelopes. A valence state has a large component b and a small component a. The first line of (3) gives a = −γb'/(E_v − Ec) ≈ γb'/G. Three corrections enter.

First, the norm is ∫b(1 + T)b dz = 1. The functions β = (1 + T)^(1/2) b are therefore orthonormal, and b ≈ (1 − T/2)β.

Second, the second line of (3) becomes E_v b ≈ (Ev − GT)b. The denominator in (11) thus corresponds to the operator E_m − Ev + GT, whose inverse is 1/(E_m − Ev) − T/G to the order kept.

Third, using u_m ≈ γφ_m'/G and one integration by parts, with a bound state negligible at the walls,

C_vm = γ∫(−a u_m + bφ_m)dz ≈ γ∫b(1 − T)φ_m dz ≈ γ∫β(1 − 3T/2)φ_m dz.

Completeness of the β turns (11) into an expectation value. The two source factors contribute −3T/G and the inverse contributes −T/G:

F_m ≈ Ep[∫φ_m²/(E_m − Ev)dz − (4/G)∫φ_mTφ_m dz].

Here ∫φTφ dz = (γ²/G²)∫φ'²dz ≈ w_m, so

F_m ≈ ∫φ_m² m0/m(E_m,z)dz − 4w_m m0/m_edge,well.  (13)

The expansion is formal, since T is not small on rapidly varying functions and the edges jump at interfaces. Section 7 tests it numerically. As G grows at fixed edge mass, w tends to zero and F_m tends to m0/m_edge.

**Uniform material as a check.** With Ec = 0 and Ev = −G, a plane wave obeys E(E + G) = γ²k². Let x = γ²k²/G² and s = √(1 + 4x). The two bands are separated by Gs, and the conduction state has 1 − 2w = 1/s. Its diagonal velocity element, in units of γ/ħ, has square 4w(1 − w). The interband element therefore has square 1 − 4w(1 − w) = (1 − 2w)² = 1/s². Equation (11) gives

F = (Ep/G)/s³ = (m0/m_edge)(1 − 6x + …).

In (13), w ≈ x and E/G ≈ x. The first term contributes 1 − x from the norm and another −x from the mass, and the second contributes −4x. The total is again 1 − 6x. The first term alone gives 1 − 2x, which is correct only at leading order.

**6. Discretisation and its error**

Place φ at nodes z_i = ih and u at midpoints:

Eφ_i = Ec,i φ_i − γ(u_{i+1/2} − u_{i−1/2})/h,
Eu_{i+1/2} = γ(φ_{i+1} − φ_i)/h + Ev,i+1/2 u_{i+1/2}.  (14)

The matrix is real and symmetric. Interfaces lie on φ nodes, where Ec takes the mean of its two sides. Eliminating u gives the three-point form of (1), with the mass evaluated at midpoints.

The staggering matters. In a uniform material (14) replaces k by (2/h)sin(kh/2), which rises up to the grid limit k = π/h. Central differences with both components on the same nodes would give sin(kh)/h, which returns to zero there and creates spurious low-energy states. For small kh the staggered scheme changes k² by the relative amount −k²h²/12, a second-order error.

The zero sum also acquires a grid error, which can be found explicitly. For normalised grid vectors ψ, inserting the eigenvalue equation gives

Σ_n (E_n − E_m)|z_mn|² = −½ Σ_ij ψ_iψ_jH_ij(z_i − z_j)².

Each off-diagonal element of H connects points h/2 apart. Their total expectation value is twice Σ(E_m − Ev)u², by the second line of (14). The sum of strengths over both bands is therefore

−(2m0/ħ²)(h²/4) Σ(E_m − Ev)u².  (15)

It is a discretisation error, not physical strength. Results at h = 0.1 and 0.05 nm are combined as [4Q(0.05) − Q(0.1)]/3, which removes the h² term.

The procedure is then:

1. Assemble (14), diagonalise it, and separate the bands at the common gap.
2. Keep both components, normalised by (4), in every dipole.
3. Form F_m from all conduction states, including the box-quantised continuum.
4. Check that the total over both bands vanishes after extrapolation.

**7. A coupled-well example**

The model has wells of 8 and 5 nm, a 2 nm barrier between them, and 12 nm outer barriers. The well gap is 0.8 eV, the conduction and valence offsets are 0.5 and 0.2 eV, and Ep = 20 eV. The edge masses are 0.8/20 = 0.040 m0 in the wells and 1.5/20 = 0.075 m0 in the barriers. These are round model parameters.

The lowest levels are 69.8, 129.3 and 246.6 meV. Analytic propagation of (1) through the layers, followed by a root search, agrees with the extrapolated matrix energies within the tested tolerance of 0.02 meV. The valence shares are 4.8, 7.5 and 14.1 per cent. The numerical response of level 3 to a shift of Ec is 0.85865, equal to 1 − 0.14135 as (7) requires.

With both masses frozen at their edge values, the levels are 67.2, 125.1 and 278.4 meV. The shifts have different signs because two changes compete. A larger mass in the well lowers a level, while a smaller mass in the barrier, where E lies below Ec, raises it. The barrier effect prevails for the first two levels and the well effect for the third.

For the pair 1–2 the conduction overlap is 0.0123. Renormalising the conduction parts gives 0.0123/√(0.952 × 0.925) = 0.0131. Moving the origin by 19.5 nm, from the centre to the wall, therefore changes the conduction-only dipole by 0.256 nm, from 1.656 to 1.912 nm. The two-band value is 1.641 nm at either origin. Since strength varies as the square, the wall-based value overestimates it by 36 per cent. For the pair 2–3 the same choice underestimates it by 29 per cent. The error in the dipole changes linearly with distance from the origin, so in a many-period cascade identical periods would receive different strengths. Near the centre the conduction-only values happen to be close for these two pairs, but that closeness depends on the origin.

The 1–2 strength is

f₁₂ = 0.05953 eV × (1.6413 nm)²/(0.0381 eV nm²) = 4.21.

Together with f₁₃ = 13.66 it accounts for 17.86 of the conduction sum F₁ = 18.52. Only 0.66 remains for all higher conduction states. Had the edge-mass value m0/m_edge = 25 been used as the budget, the inferred remainder would have been 7.14, about eleven times too large. This matters when the sum rule is used to estimate absorption into higher levels and the continuum.

For level 2 the downward transition counts negatively: −4.21 + 7.55 = 3.34, out of F₂ = 15.16. For level 3 the two downward transitions give −21.20, while F₃ = 8.85, so its upward strengths must total 30.06. A single upward total may thus exceed 25 without contradicting the rule.

The bound (12) for level 1 is 20/(0.0698 + 0.8) = 22.99, safely above 18.52. The leading term of (13) gives 21.70, high by 17 per cent of F₁; the first-order form gives 16.90, low by 9 per cent. For level 3 they give 16.05 and 1.91 against 8.85, so neither is usable. At this gap the full sum should be computed.

Enlarging the gap at fixed well edge mass shows where (13) becomes useful. For level 1 at a gap of 6.4 eV, the sum is 23.80, the leading term 24.48 and the first-order form 23.73. The relative errors are 2.9 and 0.3 per cent. Between gaps of 3.2 and 6.4 eV the absolute errors fall as inverse powers 0.85 and 1.70 of the gap. The second falls faster than first order, as the derivation requires, though these two gaps do not establish its asymptotic power.

**8. What the omitted terms would change**

The zero in (10) belongs to the two-band model, not to a full crystal. Adding the free-electron term p²/(2m0) to the conduction component contributes ħ²/(2m0)∫φ_m²dz to the energy-weighted sum, so the total strength becomes 1 − w_m. Adding it to both components makes the total one, but it also bends the valence branch upward. In a uniform material of gap G that branch returns to Ev when ħ²k²/(2m0) = Ep − G, about k = 22 nm⁻¹ for the well parameters here, and then crosses the gap. A grid fine enough to reach such k has levels in the common gap, and the separation of bands used in section 5 no longer holds. Either is small beside the conduction sums found here. Either also exceeds the 0.66 left for the higher states in F₁, but it is a change of the whole sum and does not say how much of it falls in that remainder. A design that depends on so small a remainder should therefore be recomputed with the free-electron term and the remote bands included. The numerical output lists the energies, dipoles and sums used above.

Numbers as computed

```
layer widths (nm): 12.0 8.0 2.0 5.0 12.0
well gap 0.8 eV, offsets: conduction 0.5 eV, valence 0.2 eV
Ep = 20.0 eV; hbar^2/(2 m0) = 0.038100 eV nm^2; g = 0.87292 eV nm
edge mass: well 0.0400 m0, barrier 0.0750 m0
number of bound levels found below 0.495 eV: 5
level 1: E = 0.069772 eV, grid 0.069772 eV, constant-mass 0.067159 eV
   m_well(E) = 0.04349 m0, valence share w = 0.04796, dE/dEc = 0.95204
level 2: E = 0.129305 eV, grid 0.129305 eV, constant-mass 0.125064 eV
   m_well(E) = 0.04647 m0, valence share w = 0.07531, dE/dEc = 0.92469
level 3: E = 0.246627 eV, grid 0.246627 eV, constant-mass 0.278353 eV
   m_well(E) = 0.05233 m0, valence share w = 0.14135, dE/dEc = 0.85865
pair 1-2: E difference = 59.533 meV, conduction overlap = 0.01233
   two-band dipole = 1.6413 nm, f = 4.2091
   renormalised conduction-only dipole: origin centre 1.6558 nm, origin left wall 1.9121 nm
pair 1-3: E difference = 176.855 meV, conduction overlap = 0.00032
   two-band dipole = 1.7152 nm, f = 13.6552
   renormalised conduction-only dipole: origin centre 1.7813 nm, origin left wall 1.7881 nm
pair 2-3: E difference = 117.321 meV, conduction overlap = -0.01107
   two-band dipole = 1.5656 nm, f = 7.5478
   renormalised conduction-only dipole: origin centre 1.5648 nm, origin left wall 1.3225 nm
constant-mass sum m0/m_edge in the well = 25.000
level 1 sums: conduction 18.5209, valence -18.5209, total -6.3e-08
   upper bound 22.9945, leading 21.7007, with first-order term 16.9042
level 2 sums: conduction 15.1604, valence -15.1604, total -3.4e-07
   upper bound 21.5215, leading 19.5662, with first-order term 12.0354
level 3 sums: conduction 8.8540, valence -8.8540, total -5.9e-07
   upper bound 19.1090, leading 16.0486, with first-order term 1.9133
well gap 3.2 eV, level 1: sum 22.76877, leading 24.00410, with first-order term 22.55575
well gap 6.4 eV, level 1: sum 23.79850, leading 24.48361, with first-order term 23.73283
observed error order in 1/gap: leading 0.850, with first-order term 1.698
```
